# Why Equal Dielectric Lamellae Stand Along a Field at Fixed Voltage, part 2

A symmetric block copolymer film fills the gap between two flat electrodes of area $a$ and separation $d$. Its layers can stand (field in the layer planes, subscript $\parallel$) or lie (field along the layer normal, subscript $\perp$). Which orientation does the field favour, and by how much energy?

The voltage is $V$ and the average field is $E=V/d$, both rms values if alternating. Units are SI, with fields also quoted in MV/cm. The blocks A and B, of equal total thickness, have relative permittivities $\varepsilon_A$ and $\varepsilon_B$; $\varepsilon_0$ is the vacuum permittivity and $kT$ the thermal energy. With charges $\pm Q$ on the electrodes, the capacitance $C=Q/V$ defines the film's effective permittivity $\varepsilon$:

$$C=\frac{\varepsilon_0\,\varepsilon\,a}{d}. \tag{1}$$

The stored energy is $Q^2/(2C)$. Lemma 1 states that at fixed voltage the favoured state minimizes $G=-\tfrac12CV^2$, or per volume

$$g=-\tfrac12\varepsilon_0\varepsilon E^2. \tag{3}$$

In standing layers the field is uniform, which gives

$$\varepsilon_\parallel=\frac{\varepsilon_A+\varepsilon_B}{2}. \tag{5}$$

In lying layers the normal displacement is uniform, which gives the block fields and the effective permittivity

$$E_A=\frac{2\varepsilon_B}{\varepsilon_A+\varepsilon_B}E,\qquad
E_B=\frac{2\varepsilon_A}{\varepsilon_A+\varepsilon_B}E, \tag{6}$$

$$\varepsilon_\perp=\frac{2\varepsilon_A\varepsilon_B}{\varepsilon_A+\varepsilon_B}. \tag{7}$$

For linear, lossless layers with sharp interfaces and no free charge inside the film, the theorem gives the advantage of standing at fixed voltage, per volume and without wall energies or layer strain:

$$\Delta g=g_\perp-g_\parallel=\tfrac12\varepsilon_0E^2(\varepsilon_\parallel-\varepsilon_\perp)
=\frac{\varepsilon_0E^2(\varepsilon_A-\varepsilon_B)^2}{4(\varepsilon_A+\varepsilon_B)}. \tag{11}$$

The example, a rough model of a polystyrene-block-poly(methyl methacrylate) melt with A the styrene block, has $\varepsilon_A=2.5$, $\varepsilon_B=5.0$, $d=1000$ nm, period $L_0=40$ nm and temperature 450 K. The rms voltage is 20 V at 1000 Hz, so $E=0.200$ MV/cm and $\Delta g=738$ J/m³. A chain has volume 100 nm³.

### Proposition 2: fixed charge

*If the electrodes are disconnected and hold a fixed charge per area $D$, standing is favoured by*

$$\Delta u=\frac{D^2(\varepsilon_A-\varepsilon_B)^2}{4\varepsilon_0\varepsilon_A\varepsilon_B(\varepsilon_A+\varepsilon_B)}. \tag{13}$$

*Proof.* No source does work, so the stored energy itself must fall. Per volume it is $Q^2/(2Cad)$. With $Q=Da$ and $C=\varepsilon_0\varepsilon a/d$ this equals $D^2/(2\varepsilon_0\varepsilon)$. Therefore

$$\Delta u=\frac{D^2}{2\varepsilon_0}\left(\frac1{\varepsilon_\perp}-\frac1{\varepsilon_\parallel}\right)
=\frac{D^2}{2\varepsilon_0}\,\frac{\varepsilon_\parallel-\varepsilon_\perp}{\varepsilon_\perp\varepsilon_\parallel}.$$

The product of the two permittivities is $\varepsilon_\perp\varepsilon_\parallel=\varepsilon_A\varepsilon_B$, and their difference is $(\varepsilon_A-\varepsilon_B)^2/[2(\varepsilon_A+\varepsilon_B)]$. Insertion gives (13). $\blacksquare$

The preferred orientation is the same, but the amount depends on what is held fixed. If the film is charged to the field $E$ while lying and then disconnected, $D=\varepsilon_0\varepsilon_\perp E$ and $\Delta u=\Delta g\,\varepsilon_\perp/\varepsilon_\parallel$. In a lossless static version of the example, with the same field strength, this is 656 J/m³ instead of 738 J/m³. The voltage falls as the layers stand up, which weakens the drive. With the rough conductivity used in Remark 4, a disconnected standing film would lose its charge with a time constant of about 0.07 s, so for such a melt fixed charge is an ideal case.

### Proposition 3: the threshold set by the walls

*Let the electrodes have interface energies $\gamma_A$ and $\gamma_B$ per area with the two blocks, and let $\Delta\gamma=\gamma_B-\gamma_A>0$. A uniform standing film beats a uniform lying film with A on both electrodes when $E>E_c$, where*

$$E_c=\sqrt{\frac{4\,\Delta\gamma\,(\varepsilon_A+\varepsilon_B)}{\varepsilon_0\,d\,(\varepsilon_A-\varepsilon_B)^2}}. \tag{14}$$

*Proof.* The lying film has wall energy $2\gamma_A$ per film area. It can end in a half-thick A layer at each electrode, so the two blocks still have equal total thickness. Each wall of the standing film touches A and B over equal areas, and the two walls together cost $2\times\tfrac12(\gamma_A+\gamma_B)=\gamma_A+\gamma_B$. Standing therefore costs an extra $\Delta\gamma$ and gains $d\,\Delta g$. Setting $d\,\Delta g=\Delta\gamma$, inserting (11) and solving for $E$ gives (14). $\blacksquare$

The gain grows with film volume and the cost with film area, so $E_c$ falls as $1/\sqrt d$ at fixed $\Delta\gamma$. The threshold voltage $E_cd$ nevertheless rises as $\sqrt d$. Films that lie near the walls and stand in the middle are not included in this comparison.

For nearly neutral walls take $\Delta\gamma=0.30$ mJ/m². The electrical gain is 0.738 mJ/m², and since it scales as $E^2$,

$$E_c=0.200\sqrt{\frac{0.30}{0.738}}\ \text{MV/cm}=0.128\ \text{MV/cm}.$$

### Proposition 4: diffuse interfaces

Real blocks mix over a finite width. Suppose that the local permittivity follows the local composition linearly. Across an interface centred at $x=0$ it is then

$$\varepsilon(x)=\bar\varepsilon+h\tanh\frac{2x}{w},\qquad
\bar\varepsilon=\frac{\varepsilon_A+\varepsilon_B}{2},\qquad h=\frac{\varepsilon_B-\varepsilon_A}{2},$$

with the opposite sign at the next interface. Here $w$ is the interface width and $\ell=L_0/2$ the layer thickness.

*For weak contrast and interfaces narrow enough not to overlap, the advantage is reduced by the factor*

$$r=1-\frac{w}{\ell}. \tag{15}$$

*Proof.* The arguments for standing and lying layers hold for any layered profile: the standing permittivity is the mean $\langle\varepsilon\rangle$, and the lying one is $1/\langle1/\varepsilon\rangle$. Let $\varepsilon=\bar\varepsilon(1+\eta)$. The average of $\eta$ is zero, because A and B regions are mirror images in composition; for the same reason $\langle\eta^3\rangle=0$. To fourth order,

$$\left\langle\frac{1}{1+\eta}\right\rangle=1+\langle\eta^2\rangle+\langle\eta^4\rangle.$$

Inverting with $1/(1+y)=1-y+y^2$, and keeping fourth order, gives

$$\varepsilon_\parallel-\varepsilon_\perp=\bar\varepsilon\left[\langle\eta^2\rangle+\langle\eta^4\rangle-\langle\eta^2\rangle^2\right]. \tag{16}$$

At leading order only $\langle\eta^2\rangle$ counts. For sharp layers it is $(h/\bar\varepsilon)^2$. For diffuse ones it is this value times the average of $\tanh^2=1-\operatorname{sech}^2$. There is one interface per length $\ell$, and with $t=\tanh(2x/w)$, $dt=(2/w)\operatorname{sech}^2(2x/w)\,dx$,

$$\int_{-\infty}^{\infty}\operatorname{sech}^2\frac{2x}{w}\,dx=\frac w2\int_{-1}^{1}dt=w.$$

The average of $\tanh^2$ is thus $1-w/\ell$. $\blacksquare$

With $w=5$ nm and $\ell=20$ nm, equation (15) gives 0.75. Direct integration over the profile gives 0.750 for the weakly contrasting pair $(3.7,3.8)$, and 0.762 for the example's pair. The small rise comes from the fourth-order terms in (16). They cancel for sharp layers, where $\eta^2$ is constant. For diffuse layers

$$\langle\tanh^4\rangle=1-\frac1\ell\int\operatorname{sech}^2(1+\tanh^2)\,dx
=1-\frac{w}{2\ell}\int_{-1}^{1}(1+t^2)\,dt=1-\frac{4w}{3\ell}=0.667,$$

while $\langle\tanh^2\rangle^2=0.5625$. Relative to the sharp result the correction is $(h/\bar\varepsilon)^2(0.667-0.5625)=0.012$, since $h/\bar\varepsilon=1/3$. This accounts for the rise from 0.750 to 0.762.

The advantage falls to 562 J/m³, and the wall threshold rises to $0.1275/\sqrt{0.762}$, or about 0.146 MV/cm. The field of 0.200 MV/cm still suffices: the gain per film area is 0.562 mJ/m², which leaves 0.262 mJ/m² after the wall cost.

### Remark 3: a gap that does not fit the period

A lying film with A on both walls must contain a whole number of periods. The example has 25 and fits. Otherwise the layers must stretch or shrink, while standing layers can keep their preferred period. A simple model for the layer energy per volume is

$$f(L)=\frac{2\gamma}{L}+\kappa L^2,$$

where $\gamma$ is the A–B interface tension, two interfaces occur per period $L$, and the second term describes chain stretching. The minimum at $L_0$ requires $-2\gamma/L_0^2+2\kappa L_0=0$, so $\kappa=\gamma/L_0^3$. The second derivative there is $4\gamma/L_0^3+2\kappa=6\gamma/L_0^3$. A small strain $s$ thus costs

$$\tfrac12\,\frac{6\gamma}{L_0^3}(sL_0)^2=\frac{3\gamma s^2}{L_0}. \tag{17}$$

The worst misfit is about half a period shared among 25, or $s=0.02$. With $\gamma=1.0$ mJ/m², equation (17) gives 30 J/m³, about 4 percent of $\Delta g$. It is a cost of lying and so helps the field.

### Remark 4: leakage

Let B have a conductivity $\sigma$ and let A insulate. For fields varying as $e^{i\omega t}$, conduction adds $\sigma E_B/(i\omega)$ to the displacement in B. This replaces $\varepsilon_B$ by $\varepsilon_B-is$, with $s$ now denoting $\sigma/(\omega\varepsilon_0)$. With $S=\varepsilon_A+\varepsilon_B$, the in-phase lying permittivity is

$$\operatorname{Re}\frac{2\varepsilon_A(\varepsilon_B-is)}{S-is}
=\frac{2\varepsilon_A(\varepsilon_BS+s^2)}{S^2+s^2}, \tag{18}$$

after multiplying numerator and denominator by $S+is$. At high frequency it is $\varepsilon_\perp$; at low frequency it tends to $2\varepsilon_A$, because charge gathers at the interfaces and screens B. At $s=S$ it equals $\varepsilon_A(\varepsilon_B+S)/S$, midway between these limits. The corresponding frequency is

$$f_r=\frac{\sigma}{2\pi\varepsilon_0(\varepsilon_A+\varepsilon_B)}.$$

For a rough $\sigma=10^{-9}$ S/m, $f_r=2.4$ Hz. At the drive frequency of 1000 Hz the in-phase lying permittivity changes by a relative $3\times10^{-6}$, which is negligible. At 1 Hz this ohmic model gives 4.75, above the standing value of 3.75. The lossless theorem then no longer applies. This reversal of permittivities does not by itself prove that lying is favoured, because a conducting film has no potential of the form used in Lemma 1.

Equation (18) treats B as an ohmic conductor. For ions confined to a 20 nm layer this requires a Debye length far below 20 nm and enough ions to carry the screening charge $2\varepsilon_0\varepsilon_AE$ per area, about $3\times10^{23}$ per m³. The conductivity alone fixes neither. In a linear drift-diffusion estimate at the same $\sigma$, the 1 Hz value is about 4.5 for a Debye length of 1.3 nm and about 3.5 for 13 nm, so fewer and more mobile ions give no reversal. The relative change at 1000 Hz can then rise to about $5\times10^{-4}$, which is still negligible. These figures are rough, because the drop across a B layer is about $7\,kT/e$.

### Remark 5: strong fields

For sharp layers, the highest field in the lying film is in A. Its rms value is $2\varepsilon_BE/(\varepsilon_A+\varepsilon_B)=0.267$ MV/cm, and its peak is $\sqrt2$ times larger, 0.377 MV/cm. This is 38 percent of a rough breakdown field of 1 MV/cm. With the diffuse interfaces of Proposition 4 the peak is slightly higher, about 0.39 MV/cm.

Linearity can be judged from a free dipole of 1.8 debye, a rough value for a polar side group. Let $x$ be the ratio of its peak energy in the average field to $kT$. Its mean alignment is $\coth x-1/x=x/3-x^3/45+\dots$, so the response falls by the relative amount $x^2/15$. Here $x=0.027$, and the fall is $5\times10^{-5}$. Enhancement of the local field is left out; a threefold enhancement would raise the fall ninefold, still below one part in a thousand.

### The model beside a real film

For polystyrene-block-poly(methyl methacrylate), periods of some tens of nanometres, annealing well above room temperature and aligning fields of a few tenths of a MV/cm are typical in rough terms. The permittivity of the methacrylate block varies with temperature and frequency, and the result is sensitive to it. With $\varepsilon_B=4$ in place of 5, the factor $(\varepsilon_A-\varepsilon_B)^2/(\varepsilon_A+\varepsilon_B)$ drops from 0.833 to 0.346, and the sharp-layer advantage from 738 to about 306 J/m³. Over the 1000 nm film this is 0.306 mJ/m², barely above the wall cost of 0.30 mJ/m². With diffuse interfaces it is only about 0.23 mJ/m², and of the two uniform states the lying one is favoured at the example's field. A film that lies near the walls and stands in the middle keeps most of the electrical gain without the wall cost, and may beat both if its junctions are cheap; it is not covered by these comparisons. Diffuse interfaces lower the advantage in the example by about 24 percent of its sharp-layer value. Wall neutrality can also decide the outcome: $\Delta\gamma=0.30$ mJ/m² supposes treated electrodes. At 1.0 mJ/m² the diffuse-layer threshold would be $0.146\sqrt{1.0/0.30}=0.27$ MV/cm, and the example's field would no longer make the standing film the favoured one. For a film of this kind, driven well above $f_r$ and below breakdown, a larger field, a thicker film at the same field, or more nearly neutral walls each improve the balance between electrical gain and wall cost. The misfit cost of Remark 3 rises and falls with thickness, so a thickness step smaller than one period can still lower the total advantage slightly. The numerical output below lists the values behind these estimates.

## Values computed for the example and the checks

```
INPUTS (rough round values)
Permittivity of A: 2.50; of B: 5.00
Average rms field: 0.200 MV/cm
Period: 40.0 nm; film: 1000 nm
Number of periods: 25; rms voltage: 20.0 V
Temperature: 450 K
Chain volume: 100 nm^3
Wall-energy difference: 0.30 mJ/m^2
Interface width: 5.0 nm
A-B interface tension: 1.00 mJ/m^2
Conductivity of B: 1.0e-09 S/m; A: zero
Drive frequency: 1000 Hz
Rough breakdown field: 1.00 MV/cm
Side-group dipole: 1.80 debye
MAIN RESULTS
Effective permittivity, standing: 3.7500
Effective permittivity, lying: 3.3333
Permittivity difference: 0.4167
Lying, rms field in A: 0.2667 MV/cm
Lying, rms field in B: 0.1333 MV/cm
Stored energy, standing: 6640.6 J/m^3
Stored energy, lying: 5902.8 J/m^3
Source work, lying to standing: 1475.7 J/m^3
Standing advantage, fixed voltage: 737.8 J/m^3
Same, per cubic period: 0.295 eV
Same, per cubic period: 7.60 kT
Same, per chain: 0.0119 kT
Cube side for one kT: 20.3 nm
Advantage, fixed charge: 655.9 J/m^3
NEGLECTED EFFECTS
Sharp-layer gain per film area: 0.738 mJ/m^2
Threshold, sharp layers: 0.1275 MV/cm
Diffuse/sharp advantage ratio: 0.7621
Weak-contrast diffuse ratio: 0.7500
Advantage, diffuse layers: 562.3 J/m^3
Threshold, diffuse layers: 0.1461 MV/cm
Net gain, diffuse with walls: 0.262 mJ/m^2
Worst lying-film strain: 2.00 percent
Worst lying-film strain cost: 29.6 J/m^3
Leakage relaxation frequency: 2.397 Hz
Lying permittivity change at drive: 2.87e-06
In-phase lying permittivity at 1 Hz: 4.753
Peak field in A, lying: 0.377 MV/cm
Peak field/rough breakdown: 0.377
Peak dipole energy/kT: 0.0273
Relative dipole saturation: 4.98e-05
```
